**Thermionic energy spectrum and its width**

The program tests that the emitted current per unit total energy \(E\) above the barrier top is proportional to \(E\,e^{-E/kT}\), with a full width at half maximum of \(2.446\,kT\); \(k\) is Boltzmann's constant and \(T\) the emitter temperature. It asserts that the formula, prefactor included, agrees with an escape-cone integral using Fermi statistics at five energies, and that the width from this integral agrees with the Lambert-function result. The Richardson current is checked against velocity integrals, and the mean, standard deviation and enclosed current against random Maxwell velocities. For 1800 K the output gives a width of 0.379 eV. A numerical solution for a cut-off image barrier changes this width by 0.09% at 0.01 MV/cm and raises it to \(2.59\,kT\) at 5 MV/cm. The program asserts that the first change is below 5%, that the second exceeds 3%, and that a parabolic barrier reproduces the high-field width within 10%. The Coulomb energies of 0.29 eV at 10 µA and 0.43 eV at 100 µA are order-of-magnitude estimates, not tested predictions.

## Numerical verification

```python
"""
Result under test: thermionic current per unit total energy E above the barrier
top is dJ/dE = (4 pi m e/h^3) E exp(-(phi_b+E)/kT); its full width at half
maximum (FWHM) is 2.446 kT.
phi_b: barrier top minus Fermi level; W: normal energy above the barrier top;
D(W): transmission; F: surface field; x = E/kT. Energies are in eV unless noted.
The barrier solver uses nm, eV and V/nm. The Coulomb estimate is only a scale.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, cumulative_trapezoid
from scipy.optimize import brentq, minimize_scalar
from scipy.special import lambertw

e, m, h, kB = sc.e, sc.m_e, sc.h, sc.k
kB_eV = kB / e
coulomb = e / (4 * np.pi * sc.epsilon_0)       # V m
image = coulomb * 1e9 / 4                      # eV nm
wave = 2 * m * e / sc.hbar**2 * 1e-18          # 1/(eV nm^2)

# Chosen, rough parameters of a hot cathode and a beam writer
T = 1800.0
phi = 2.7
inner = 10.0                                  # inner potential below vacuum
F_gun = 1e-3                                  # V/nm; 1 V/nm is 10 MV/cm
F_high = 0.5                                  # V/nm
beam_eV = 50e3
Cc_mm, angle_mrad = 40.0, 5.0
crossover_radius = 5e-6                       # m
kT = kB_eV * T
lowering = 2 * np.sqrt(image * F_gun)
phi_b = phi - lowering
depth = inner - lowering
fermi = depth - phi_b                         # above the well bottom


def spectrum_formula(E):
    """Current per energy, A/(m^2 eV)."""
    return (4*np.pi*m*e/h**3) * E * e**2 * np.exp(-(phi_b + E)/kT)


def spectrum_cone(E):
    """Sum over directions inside the emitter, with Fermi statistics."""
    U = depth + E
    speed = np.sqrt(2 * U * e / m)
    cone = np.arccos(np.sqrt(depth / U))
    angular = quad(lambda t: np.cos(t)*np.sin(t), 0, cone,
                   epsabs=1e-14, epsrel=1e-11)[0]
    occupation = 1 / (np.exp((U - fermi)/kT) + 1)
    states = 2 * (m/h)**3 * speed**2 * 2*np.pi
    return e * states * speed * angular * occupation * e / (m*speed)


# Spectrum, including its absolute prefactor
for x in (0.1, 0.5, 1.0, 3.0, 7.0):
    assert abs(spectrum_cone(x*kT)/spectrum_formula(x*kT) - 1) < 1e-6

# Width: Lambert branches against a search on the escape-cone spectrum
x_low = -lambertw(-1/(2*np.e), 0).real
x_high = -lambertw(-1/(2*np.e), -1).real
width = x_high - x_low
peak = minimize_scalar(lambda x: -spectrum_cone(x*kT)/spectrum_cone(kT),
                       bounds=(0.2, 3), method="bounded",
                       options={"xatol": 1e-8})
x_peak = peak.x
half = spectrum_cone(x_peak*kT) / 2
left = brentq(lambda x: spectrum_cone(x*kT)/half - 1, 0.01, x_peak)
right = brentq(lambda x: spectrum_cone(x*kT)/half - 1, x_peak, 8)
assert abs(x_peak - 1) < 1e-4
assert abs((right-left) - width) < 1e-5

# Richardson current against Cartesian velocity integrals
J = 4*np.pi*m*e*kB**2/h**3 * T**2 * np.exp(-phi_b/kT)
thermal_speed = np.sqrt(2*kB*T/m)
u0 = np.sqrt(depth/kT)
normal = quad(lambda u: u*np.exp(-(u*u-u0*u0)), u0, u0+5)[0]
side = quad(lambda u: np.exp(-u*u), -8, 8)[0]
J_direct = (e*2*(m/h)**3*thermal_speed**4*normal*side**2
            * np.exp((fermi-depth)/kT))
assert abs(J_direct/J - 1) < 1e-7

# Moments and enclosed current from random Maxwell velocities, flux weighted
rng = np.random.default_rng(7)
v = rng.normal(size=(3, 1000000))
x_mc = 0.5 * np.sum(v*v, axis=0)
weight = np.abs(v[2])
mean_mc = np.average(x_mc, weights=weight)
sd_mc = np.sqrt(np.average((x_mc-mean_mc)**2, weights=weight))
inside_mc = np.average((x_mc > x_low) & (x_mc < x_high), weights=weight)
inside = (1+x_low)*np.exp(-x_low) - (1+x_high)*np.exp(-x_high)
normal_mean = np.average(0.5*v[2]**2, weights=weight)
assert abs(mean_mc - 2) < 0.01
assert abs(sd_mc - np.sqrt(2)) < 0.01
assert abs(inside_mc - inside) < 0.004
assert abs(normal_mean - 1) < 0.01
assert abs(np.mean(x_mc) - 1.5) < 0.01


def fwhm(x, y):
    i = int(np.argmax(y))
    target = y[i] / 2
    lo = np.interp(target, y[:i+1], x[:i+1])
    hi = np.interp(target, y[i:][::-1], x[i:][::-1])
    return hi - lo


x_grid = np.linspace(0, 12, 120001)
width_density = fwhm(x_grid, np.sqrt(x_grid)*np.exp(-x_grid))
width_normal = fwhm(x_grid, np.exp(-x_grid))
assert abs(width_normal - np.log(2)) < 1e-5
assert width_normal < width_density < width


def transmission(F, W, x_start, outer_step):
    """Integrate an outgoing wave inward through the cut-off image barrier.

    The flux check subtracts large numbers when tunnelling is very weak, so
    W must stay where the transmission is far above rounding error.
    """
    energy = W - 2*np.sqrt(image*F)
    x_cut = (inner-np.sqrt(inner**2-4*F*image)) / (2*F)
    outer = np.linspace(x_start, 2, int((x_start-2)/outer_step)+1)
    near = np.linspace(2, x_cut, 4001)
    nodes = np.concatenate((outer, near[1:]))

    def q(x):
        return wave * (-image/x - F*x - energy)

    k = np.sqrt(-q(x_start))
    slope = wave*(F-image/x_start**2)/(2*k)
    psi = np.ones(len(W), dtype=complex)
    der = 1j*k - slope/(2*k)
    for a, b in zip(nodes[:-1], nodes[1:]):
        s = b-a
        qa, qm, qb = q(a), q((a+b)/2), q(b)
        p1, d1 = der, qa*psi
        p2, d2 = der+s*d1/2, qm*(psi+s*p1/2)
        p3, d3 = der+s*d2/2, qm*(psi+s*p2/2)
        p4, d4 = der+s*d3, qb*(psi+s*p3)
        psi = psi + s*(p1+2*p2+2*p3+p4)/6
        der = der + s*(d1+2*d2+2*d3+d4)/6
    flux_error = np.max(np.abs(np.imag(np.conj(psi)*der)/k - 1))
    assert flux_error < 2e-3
    k_in = np.sqrt(wave*(energy+inner))
    incoming = (psi + der/(1j*k_in))/2
    return k/(k_in*np.abs(incoming)**2)


def barrier_width(W, D):
    supply = cumulative_trapezoid(D, W, initial=0)
    E = np.linspace(W[0], W[-1], 50001)
    return fwhm(E, np.interp(E, W, supply)*np.exp(-E/kT))/kT


W_gun = np.concatenate((np.linspace(-0.006, 0.02, 81),
                        np.linspace(0.02, 1.2, 150)[1:]))
D_gun = transmission(F_gun, W_gun, 200.0, 0.015)
width_gun = barrier_width(W_gun, D_gun)
W_high = np.linspace(-0.8, 1.2, 201)
D_high = transmission(F_high, W_high, 12.0, 0.004)
width_high = barrier_width(W_high, D_high)
# The thermally weighted transmission is negligible at each lower cut
assert D_gun[0]*np.exp(-W_gun[0]/kT) < 1e-4
assert D_high[0]*np.exp(-W_high[0]/kT) < 1e-4
assert np.all(D_gun < 1.002) and np.all(D_high < 1.002)
assert abs(width_gun/width - 1) < 0.05
assert width_high > 1.03*width


def tunnel_scale(F):
    """hbar omega/(2 pi) for the parabola fitted to the barrier top."""
    x_top = np.sqrt(image/F)*1e-9
    omega = np.sqrt(2*e*F*1e9/(m*x_top))
    return sc.hbar*omega/(2*np.pi*e)


d_gun, d_high = tunnel_scale(F_gun), tunnel_scale(F_high)
E_par = np.linspace(-1, 1.5, 50001)
parabola = d_high*np.logaddexp(0, E_par/d_high)*np.exp(-E_par/kT)
width_parabola = fwhm(E_par, parabola)/kT
assert abs(width_parabola/width_high - 1) < 0.10

# Chromatic blur for a magnetic lens, focal length proportional to p^2
rest = m*sc.c**2/e
spread = width*kT
ratio = beam_eV/rest
rel_factor = (1+ratio)/(1+ratio/2)
blur = Cc_mm*1e6*angle_mrad*1e-3*spread/beam_eV*rel_factor


def momentum_squared(E):
    return E*E + 2*E*rest


change = (momentum_squared(beam_eV+spread/2)
          - momentum_squared(beam_eV-spread/2))/momentum_squared(beam_eV)
assert abs(Cc_mm*1e6*angle_mrad*1e-3*change/blur - 1) < 1e-6


def coulomb_scale(current):
    """Neighbour force times crossover length; order of magnitude only."""
    speed = sc.c*np.sqrt(1-1/(1+ratio)**2)
    density = current/(np.pi*crossover_radius**2*e*speed)
    spacing = density**(-1/3)
    cathode_radius = np.sqrt(current/(np.pi*J))
    angle = np.sqrt(kT/beam_eV)*cathode_radius/crossover_radius
    length = 2*crossover_radius/angle
    force = coulomb/spacing**2                 # eV/m
    shift = force*e/m*(length/speed)**2/2
    assert shift < 0.1*spacing                 # impulse estimate is consistent
    return spacing, angle, length, force*length


space10, angle10, length10, kick10 = coulomb_scale(10e-6)
space100, angle100, length100, kick100 = coulomb_scale(100e-6)

print(f"Temperature: {T:.0f} K; kT: {kT:.4f} eV")
print(f"Work function: {phi:.2f} eV; inner potential: {inner:.1f} eV")
print(f"Gun surface field: {F_gun*10:.3f} MV/cm")
print(f"Schottky lowering: {lowering:.4f} eV; phi_b: {phi_b:.4f} eV")
print(f"Ideal current density: {J/1e4:.2f} A/cm2")
print(f"Peak of escape-cone spectrum: {x_peak:.5f} kT")
print(f"Lower half-maximum point: {x_low:.5f} kT = {x_low*kT:.4f} eV")
print(f"Upper half-maximum point: {x_high:.5f} kT = {x_high*kT:.4f} eV")
print(f"FWHM, Lambert formula: {width:.5f} kT = {spread:.4f} eV")
print(f"FWHM, escape-cone spectrum: {right-left:.5f} kT")
print(f"FWHM at 2700 K: {width*kB_eV*2700:.4f} eV")
print(f"Mean energy, formula: 2 kT = {2*kT:.4f} eV")
print(f"Mean energy, random velocities: {mean_mc:.4f} kT")
print(f"Standard deviation, formula: {np.sqrt(2):.4f} kT")
print(f"Standard deviation, random velocities: {sd_mc:.4f} kT")
print(f"Gaussian conversion of it: {np.sqrt(16*np.log(2)):.4f} kT")
print(f"Current between half-maximum points: {100*inside:.2f} %")
print(f"Same, random velocities: {100*inside_mc:.2f} %")
print(f"FWHM of gas-density law: {width_density:.4f} kT")
print(f"FWHM of normal-energy law: {width_normal:.4f} kT")
print(f"Fermi-statistics error bound: {np.exp(-phi_b/kT):.2e}")
for energy_probe in (0.05, 0.20, 0.50):
    value = np.interp(energy_probe, W_gun, D_gun)
    print(f"Transmission at W = {energy_probe:.2f} eV: {value:.4f}")
print(f"Tunnelling scale at gun field: {d_gun*1000:.3f} meV")
print(f"FWHM with solved gun barrier: {width_gun:.4f} kT")
print(f"Change from ideal width: {100*(width_gun/width-1):.2f} %")
print(f"High comparison field: {F_high*10:.1f} MV/cm")
print(f"Tunnelling scale at high field: {d_high*1000:.1f} meV")
print(f"FWHM with solved high-field barrier: {width_high:.4f} kT")
print(f"FWHM with parabolic high-field barrier: {width_parabola:.4f} kT")
print(f"Beam energy: {beam_eV/1000:.0f} keV")
print(f"Chromatic coefficient: {Cc_mm:.0f} mm")
print(f"Convergence half-angle: {angle_mrad:.1f} mrad")
print(f"Relativistic lens factor: {rel_factor:.4f}")
print(f"Chromatic blur diameter: {blur:.3f} nm")
print(f"Crossover radius: {crossover_radius*1e6:.1f} um")
print(f"Mean spacing at 10 uA: {space10*1e6:.2f} um")
print(f"Crossover half-angle at 10 uA: {angle10*1000:.2f} mrad")
print(f"Crossover length at 10 uA: {length10*1000:.2f} mm")
print(f"Coulomb energy scale at 10 uA: {kick10:.2f} eV")
print(f"Coulomb energy scale at 100 uA: {kick100:.2f} eV")
print("tests ok")
```

Output:

```
Temperature: 1800 K; kT: 0.1551 eV
Work function: 2.70 eV; inner potential: 10.0 eV
Gun surface field: 0.010 MV/cm
Schottky lowering: 0.0379 eV; phi_b: 2.6621 eV
Ideal current density: 13.71 A/cm2
Peak of escape-cone spectrum: 1.00000 kT
Lower half-maximum point: 0.23196 kT = 0.0360 eV
Upper half-maximum point: 2.67835 kT = 0.4154 eV
FWHM, Lambert formula: 2.44639 kT = 0.3795 eV
FWHM, escape-cone spectrum: 2.44639 kT
FWHM at 2700 K: 0.5692 eV
Mean energy, formula: 2 kT = 0.3102 eV
Mean energy, random velocities: 2.0011 kT
Standard deviation, formula: 1.4142 kT
Standard deviation, random velocities: 1.4105 kT
Gaussian conversion of it: 3.3302 kT
Current between half-maximum points: 72.43 %
Same, random velocities: 72.33 %
FWHM of gas-density law: 1.7954 kT
FWHM of normal-energy law: 0.6931 kT
Fermi-statistics error bound: 3.52e-08
Transmission at W = 0.05 eV: 0.9641
Transmission at W = 0.20 eV: 0.9657
Transmission at W = 0.50 eV: 0.9689
Tunnelling scale at gun field: 0.451 meV
FWHM with solved gun barrier: 2.4485 kT
Change from ideal width: 0.09 %
High comparison field: 5.0 MV/cm
Tunnelling scale at high field: 47.7 meV
FWHM with solved high-field barrier: 2.5872 kT
FWHM with parabolic high-field barrier: 2.7518 kT
Beam energy: 50 keV
Chromatic coefficient: 40 mm
Convergence half-angle: 5.0 mrad
Relativistic lens factor: 1.0466
Chromatic blur diameter: 1.589 nm
Crossover radius: 5.0 um
Mean spacing at 10 uA: 5.38 um
Crossover half-angle at 10 uA: 1.70 mrad
Crossover length at 10 uA: 5.89 mm
Coulomb energy scale at 10 uA: 0.29 eV
Coulomb energy scale at 100 uA: 0.43 eV
tests ok
```
